# Grain-boundary diffusion: Fisher's profile, Whipple's solution and Harrison's regimes: test program

```python
"""Grain-boundary diffusion from a constant surface source.

Result under test: Fisher's profile exp(-w/pi^(1/4)) is an approximation to
Whipple's thin-slab solution; the depth^(6/5) analysis recovers the boundary
transport product, and three limiting regimes follow from the slab model.
Symbols: D, Db = grain and boundary diffusivities; delta = slab width;
d = boundary spacing; t = time; ratio = Db/D; alpha = delta/(2 sqrt(D t));
beta = (ratio-1) alpha; eta = depth/sqrt(D t); w = eta/sqrt(beta).
Q = grain excess on one side of a boundary, in units of sqrt(D t).
Dimensionless calculations use D = t = 1.
"""
import numpy as np
import mpmath as mp
from scipy import sparse
from scipy.linalg import expm, solve_banded
from scipy.optimize import brentq
from scipy.sparse.linalg import spsolve
from scipy.special import erfc, erfcx, gamma

NODES, WEIGHTS = np.polynomial.legendre.leggauss(600)


def whipple(eta, beta, ratio):
    """Boundary concentration and one-sided grain excess by quadrature."""
    eta = np.atleast_1d(np.asarray(eta, dtype=float))
    log_range = np.log(ratio)
    sigma = np.exp(0.5 * log_range * (NODES + 1))
    a = 0.5 * np.sqrt((ratio - 1) / (ratio - sigma))
    z = a * (sigma - 1) / beta
    kernel = (eta[:, None] / (2 * np.sqrt(np.pi)) / np.sqrt(sigma)
              * np.exp(-eta[:, None]**2 / (4 * sigma))
              * WEIGHTS * 0.5 * log_range)
    boundary = erfc(eta / 2) + kernel @ erfc(z)
    integrated = np.exp(-z**2) * (1 / np.sqrt(np.pi) - z * erfcx(z)) / a
    return boundary, kernel @ integrated


def invert_laplace(transform, count=12):
    """Inverse Laplace transform at time one on a Talbot contour."""
    r = 0.4 * count
    total = 0.5 * np.exp(r) * np.real(transform(complex(r)))
    for k in range(1, count):
        theta = k * np.pi / count
        cot = 1 / np.tan(theta)
        p = r * theta * (cot + 1j)
        slope = theta + (theta * cot - 1) * cot
        total = total + np.real(np.exp(p) * transform(p) * (1 + 1j * slope))
    return total * r / count


def stretched_edges(length, cells, stretch):
    s = np.linspace(0, 1, cells + 1)
    return length * np.expm1(stretch * s) / np.expm1(stretch)


def exchange_matrix(conductance):
    diagonal = np.append(conductance, 0) + np.append(0, conductance)
    return np.diag(diagonal) - np.diag(conductance, 1) - np.diag(conductance, -1)


def resolved_slab(alpha, ratio, spacing, depth):
    """Finite volumes for the full two-dimensional diffusion equation."""
    grain_edges = alpha + stretched_edges(spacing / 2 - alpha, 45, 3.0)
    x_edges = np.concatenate(([0, alpha / 2], grain_edges))
    y_edges = stretched_edges(depth, 120, 2.0)
    dx, dy = np.diff(x_edges), np.diff(y_edges)
    y = 0.5 * (y_edges[1:] + y_edges[:-1])
    diffusivity = np.ones(len(dx))
    diffusivity[:2] = ratio
    resistance = 0.5 * dx / diffusivity
    kx = exchange_matrix(1 / (resistance[:-1] + resistance[1:]))
    ky = exchange_matrix(2 / (dy[:-1] + dy[1:]))
    ky[0, 0] += 2 / dy[0]
    surface = np.zeros(len(dy))
    surface[0] = 2 / dy[0]
    stiffness = (sparse.kron(sparse.csc_matrix(kx), sparse.diags(dy))
                 + sparse.kron(sparse.diags(dx * diffusivity),
                               sparse.csc_matrix(ky))).tocsc()
    mass = sparse.diags(np.kron(dx, dy)).tocsc()
    source = np.kron(dx * diffusivity, surface)
    c = invert_laplace(lambda p: spsolve((stiffness + p * mass).tocsc(),
                                         source / p))
    c = c.reshape(len(dx), len(dy))
    boundary = dx[:2] @ c[:2] / alpha
    grain = dx[2:] @ c[2:]
    mean = dx @ c / (spacing / 2)
    return y, dy, boundary, grain, mean


def boundary_content(alpha, half_grain=50.0):
    """Boundary content / sqrt(Db t), for large diffusivity ratio."""
    def transform(p):
        root = np.sqrt(p)
        return 1 / (p * np.sqrt(p + root * np.tanh(half_grain * root) / alpha))
    return invert_laplace(transform)


# Convergent series for inverse transforms p^(-3/2+m/4) exp(-w p^(1/4)).
mp.mp.dps = 140
TERMS = 700
RGAMMA = [mp.rgamma(mp.mpf(3) / 2 - mp.mpf(j) / 4) for j in range(TERMS + 3)]


def series(w, m):
    w = mp.mpf(float(w))
    term, total = mp.mpf(1), mp.mpf(0)
    for k in range(TERMS):
        total += term * RGAMMA[k + m]
        term *= -w / (k + 1)
    return total


def log_slope(w):
    return float(series(w, 1) / series(w, 0))


def local_exponent(w):
    q, q1, q2 = (series(w, m) for m in range(3))
    return float(1 + mp.mpf(float(w)) * (q1 / q - q2 / q1))


# Model parameters in SI units.
D, Db, delta, spacing, time = 1e-18, 1e-12, 5e-10, 1e-5, 1e5
ratio = Db / D
length = np.sqrt(D * time)
alpha = delta / (2 * length)
beta = (ratio - 1) * alpha
depth_unit = length * np.sqrt(beta)

# Fisher: lateral flux from a discretized half-space, then the slab balance.
h, cells = 0.04, 150
heat = exchange_matrix(np.ones(cells - 1)) / h**2
heat[0, 0] += 2 / h**2
deficit = expm(-heat) @ np.ones(cells)
flux_number = 2 * deficit[0] / h
assert abs(flux_number - 1 / np.sqrt(np.pi)) < 2e-3
n_depth = 4000
step = 20 * depth_unit / n_depth
kappa2 = 2 * D * flux_number / (length * delta * Db)
bands = np.ones((3, n_depth - 1))
bands[1] = -2 - kappa2 * step**2
right = np.zeros(n_depth - 1)
right[0] = -1
fisher_numeric = solve_banded((1, 1), bands, right)
w_grid = np.arange(1, n_depth) * step / depth_unit
fisher_error = np.max(np.abs(fisher_numeric - np.exp(-w_grid / np.pi**0.25)))
assert fisher_error < 2e-3

# Whipple against the resolved two-dimensional slab.
a_b, r_b = 0.05, 201.0
y, dy, cb, grain, mean = resolved_slab(a_b, r_b, 2 * (a_b + 6), 45)
exact_b, exact_q = whipple(y, (r_b - 1) * a_b, r_b)
whipple_error = np.max(np.abs(cb - exact_b))
deep = (y > 6) & (exact_b > 1e-3)
relative_b = np.max(np.abs(cb[deep] / exact_b[deep] - 1))
excess = grain - 6 * erfc(y / 2)
relative_q = np.max(np.abs(excess[deep] / exact_q[deep] - 1))
assert whipple_error < 5e-3
assert relative_b < 0.02 and relative_q < 0.02

# Large-beta limit, its tail, and the passage of the exponent through 6/5.
for w in (2.0, 6.0, 10.0):
    b_lim, q_lim = whipple(w * np.sqrt(1e5), 1e5, 1e10)
    assert abs(b_lim[0] / float(series(w, 2)) - 1) < 2e-4
    assert abs(q_lim[0] / float(series(w, 0)) - 1) < 2e-4
p0 = (60 / 4)**(4 / 3)
saddle = np.sqrt(2 / (3 * np.pi)) * np.exp(-3 * p0) / p0
saddle_ratio = float(series(60, 0)) / saddle
assert abs(saddle_ratio - 1) < 0.03
assert abs(local_exponent(60) - 4 * p0 / (3 * p0 + 1)) < 0.003
assert abs(local_exponent(0.01) - 1) < 0.002
w_star = brentq(lambda w: local_exponent(w) - 1.2, 0.1, 30, xtol=1e-8)
k_star = log_slope(w_star) / (1.2 * w_star**0.2)
for factor in (0.8, 1.2):
    w = factor * w_star
    assert log_slope(w) / (1.2 * w**0.2) > k_star

# Synthetic experiment and its two analyses.
window = np.linspace(6, 10, 21)
log_limit = np.array([float(mp.log(series(w, 0))) for w in window])
k_window = -np.polyfit(window**1.2, log_limit, 1)[0]
data = np.log(whipple(window * np.sqrt(beta), beta, ratio)[1])
depth = window * depth_unit
true_product = (Db - D) * delta
s_linear = -np.polyfit(depth, data, 1)[0]
s_leclaire = -np.polyfit(depth**1.2, data, 1)[0]
fisher_product = 2 * np.sqrt(D / time) / np.sqrt(np.pi) / s_linear**2
leclaire_product = 2 * np.sqrt(D / time) * (k_window / s_leclaire)**(5 / 3)
assert abs(leclaire_product / true_product - 1) < 0.01
assert fisher_product / true_product < 0.4


def fit_residual(power):
    x = window**power
    return np.sqrt(np.mean((data - np.polyval(np.polyfit(x, data, 1), x))**2))


residuals = [fit_residual(power) for power in (1.0, 1.2, 4 / 3)]
assert residuals[1] < residuals[0] and residuals[1] < residuals[2]

# Three regimes in the full two-dimensional model.
y, dy, cb, grain, mean = resolved_slab(0.005, 5001.0, 0.5, 80)
effective = (1 - 0.01 / 0.5) + (0.01 / 0.5) * 5001
error_a = np.max(np.abs(mean - erfc(y / (2 * np.sqrt(effective)))))
assert error_a < 0.006
y, dy, cb, grain, mean = resolved_slab(20, 1e6, 52, 8000)
error_c = np.max(np.abs(cb - erfc(y / 2000)))
assert error_c < 0.02
content_errors = [abs(dy @ cb / 1000 / boundary_content(20) - 1)]
for a_test, d_test, deep_end, half in ((0.05, 12.1, 3400, 50.0),
                                     (0.005, 0.5, 1150, 0.245)):
    y, dy, cb, grain, mean = resolved_slab(a_test, 1e6, d_test, deep_end)
    content_errors.append(abs(dy @ cb / 1000
                              / boundary_content(a_test, half) - 1))
assert max(content_errors) < 0.01

# Leading departures from the three content limits.
limit_c = 2 / np.sqrt(np.pi)


def deficit_c(a):
    return 1 - boundary_content(a) / limit_c


def deficit_b(a):
    return 1 - boundary_content(a) * gamma(1.25) / np.sqrt(a)


def excess_a(d, a=1e-4):
    hart = limit_c * np.sqrt(2 * a / d)
    return boundary_content(a, d / 2 - a) / hart - 1


def overlap_b(d, a=1e-4):
    return boundary_content(a, d / 2 - a) / boundary_content(a) - 1


coefficient_c = np.sqrt(np.pi) / 4
coefficient_b = gamma(1.25) / (2 * gamma(0.75))
assert abs(100 * deficit_c(100) / coefficient_c - 1) < 0.02
assert abs(deficit_b(0.01) / 0.01 / coefficient_b - 1) < 0.02
half = 0.2 - 1e-4
assert abs(excess_a(0.4) / (half**3 / (12 * (half + 1e-4))) - 1) < 0.02
tolerance = 0.05
alpha_c = brentq(lambda a: deficit_c(a) - tolerance, 1, 1000)
alpha_b = brentq(lambda a: deficit_b(a) - tolerance, 1e-3, 10)
d_b = brentq(lambda d: overlap_b(d) - tolerance, 0.5, 10)
d_a = brentq(lambda d: excess_a(d) - tolerance, 0.1, 5)
assert alpha < alpha_b and spacing / length > d_b

print(f"D = {D:.1e} m^2/s; Db = {Db:.1e} m^2/s")
print(f"delta = {delta*1e9:.2f} nm; d = {spacing*1e6:.1f} um; t = {time:.1e} s")
print(f"sqrt(D t) = {length*1e6:.4f} um; alpha = {alpha:.4e}; beta = {beta:.2f}")
print(f"depth for w=1: {depth_unit*1e6:.4f} um")
print(f"Fisher flux number: numeric {flux_number:.5f}, "
      f"formula {1/np.sqrt(np.pi):.5f}")
print(f"Fisher profile, max numerical difference = {fisher_error:.2e}")
print(f"Whipple vs 2D slab, max difference = {whipple_error:.2e}")
print(f"deep relative differences: boundary {relative_b:.2e}, Q {relative_q:.2e}")
print("w, depth/um, cb Fisher, cb Whipple, Q Fisher, Q Whipple")
for w in (1, 2, 4, 6, 8, 10):
    b_value, q_value = whipple(w * np.sqrt(beta), beta, ratio)
    f_value = np.exp(-w / np.pi**0.25)
    print(f"{w:2d} {w*depth_unit*1e6:8.3f} {f_value:.4e} {b_value[0]:.4e} "
          f"{limit_c*f_value:.4e} {q_value[0]:.4e}")
print("local exponent n at large beta:")
for w in (2, 4, 6, 8, 10, 60):
    print(f"w = {w:2d}: n = {local_exponent(w):.4f}")
print(f"series/saddle value of Q at w=60 = {saddle_ratio:.4f}")
print(f"n=6/5 at w = {w_star:.4f}; stationary K = {k_star:.5f}")
print(f"K fitted for w=6..10 = {k_window:.5f}")
print(f"Le Claire coefficient 2 K^(5/3) = {2*k_window**(5/3):.5f}")
for b in (10, 100, 1000):
    values = np.log(whipple(window * np.sqrt(b), b, 1e6)[1])
    print(f"fitted K at beta={b}: {-np.polyfit(window**1.2, values, 1)[0]:.5f}")
print(f"slope of ln Q against y = {s_linear:.5e} m^-1")
print(f"slope against y^(6/5) = {s_leclaire:.5e} m^(-6/5)")
print(f"true (Db-D) delta = {true_product:.5e} m^3/s")
print(f"Fisher result = {fisher_product:.5e} m^3/s, "
      f"ratio {fisher_product/true_product:.4f}")
print(f"Le Claire result = {leclaire_product:.5e} m^3/s, "
      f"ratio {leclaire_product/true_product:.5f}")
print("rms residual of ln Q, powers 1, 6/5, 4/3: "
      + ", ".join(f"{r:.2e}" for r in residuals))
print(f"regime A: sqrt(Dt)/d=2, Deff/D={effective:.2f}, max diff {error_a:.2e}")
print(f"regime C: alpha=20, max profile difference {error_c:.2e}")
print("content formula vs 2D, relative differences C, B, A: "
      + ", ".join(f"{e:.2e}" for e in content_errors))
print(f"deficit coefficients: C {coefficient_c:.5f}/alpha, "
      f"B {coefficient_b:.5f}*alpha")
print(f"content tolerance for borders = {100*tolerance:.1f} percent")
print(f"C: alpha > {alpha_c:.4f}; t < {(delta/(2*alpha_c))**2/D:.4e} s")
print(f"B: alpha < {alpha_b:.4f}; t > {(delta/(2*alpha_b))**2/D:.4e} s")
print(f"B: sqrt(Dt)/d < {1/d_b:.4f}; t < {(spacing/d_b)**2/D:.4e} s")
print(f"A: sqrt(Dt)/d > {1/d_a:.4f}; t > {(spacing/d_a)**2/D:.4e} s")
print("checks complete")
```

It prints:

```
D = 1.0e-18 m^2/s; Db = 1.0e-12 m^2/s
delta = 0.50 nm; d = 10.0 um; t = 1.0e+05 s
sqrt(D t) = 0.3162 um; alpha = 7.9057e-04; beta = 790.57
depth for w=1: 8.8914 um
Fisher flux number: numeric 0.56425, formula 0.56419
Fisher profile, max numerical difference = 1.80e-05
Whipple vs 2D slab, max difference = 5.13e-05
deep relative differences: boundary 5.56e-03, Q 5.90e-03
w, depth/um, cb Fisher, cb Whipple, Q Fisher, Q Whipple
 1    8.891 4.7184e-01 4.2174e-01 5.3241e-01 4.1073e-01
 2   17.783 2.2263e-01 1.6294e-01 2.5121e-01 1.4011e-01
 4   35.566 4.9563e-02 1.9538e-02 5.5926e-02 1.3737e-02
 6   53.348 1.1034e-02 1.8330e-03 1.2451e-02 1.0995e-03
 8   71.131 2.4565e-03 1.3977e-04 2.7719e-03 7.3585e-05
10   88.914 5.4689e-04 8.8960e-06 6.1710e-04 4.1933e-06
local exponent n at large beta:
w =  2: n = 1.1056
w =  4: n = 1.1659
w =  6: n = 1.2039
w =  8: n = 1.2294
w = 10: n = 1.2475
w = 60: n = 1.3219
series/saddle value of Q at w=60 = 0.9791
n=6/5 at w = 5.7526; stationary K = 0.76157
K fitted for w=6..10 = 0.76571
Le Claire coefficient 2 K^(5/3) = 1.28175
fitted K at beta=10: 0.75950
fitted K at beta=100: 0.76521
fitted K at beta=1000: 0.76686
slope of ln Q against y = 1.56639e+05 m^-1
slope against y^(6/5) = 8.82676e+05 m^(-6/5)
true (Db-D) delta = 5.00000e-22 m^3/s
Fisher result = 1.45430e-22 m^3/s, ratio 0.2909
Le Claire result = 4.99040e-22 m^3/s, ratio 0.99808
rms residual of ln Q, powers 1, 6/5, 4/3: 2.63e-02, 3.34e-03, 1.19e-02
regime A: sqrt(Dt)/d=2, Deff/D=101.00, max diff 5.41e-03
regime C: alpha=20, max profile difference 1.18e-02
content formula vs 2D, relative differences C, B, A: 7.43e-05, 2.32e-05, 5.57e-05
deficit coefficients: C 0.44311/alpha, B 0.36983*alpha
content tolerance for borders = 5.0 percent
C: alpha > 8.2975; t < 9.0779e-04 s
B: alpha < 0.1406; t > 3.1626e+00 s
B: sqrt(Dt)/d < 0.3935; t < 1.5486e+07 s
A: sqrt(Dt)/d > 0.6630; t > 4.3951e+07 s
checks complete
```
